# The Position Operator Between Occupied and Empty States of a Crystal: a numerical check

```python
"""
Result under test: in a crystal with a gap, P_c x psi is a well-defined Bloch
function and solves (H - e) X = P_c [H, x] psi.
  H    : one-dimensional periodic Hamiltonian, p^2/2 + local + nonlocal potential
  psi  : occupied Bloch state exp(ikx) u(x), energy e, norm one per cell
  P    : projector on all occupied Bloch states;  P_c = 1 - P
  X    : P_c x psi, computed in real space and from a linear system at one k
Hartree atomic units throughout.
"""
import numpy as np
from scipy.constants import physical_constants as pc

HARTREE_EV = pc["Hartree energy in eV"][0]
BOHR_ANG = pc["Bohr radius"][0] * 1e10

# ---------------- model crystal ----------------
a = 6.0                      # lattice constant
V1, V2, phase = -0.10, 0.15, 0.6   # local Fourier amplitudes and phase
D, width, centre = -0.30, 0.5, 1.0  # nonlocal strength, projector width, position
n_occ = 2
g = 2 * np.pi / a
M = 12
n_G = np.arange(-M, M + 1)
G = g * n_G


def local_potential(x):
    return 2 * V1 * np.cos(g * x) + 2 * V2 * np.cos(2 * g * x + phase)


def projector_function(x):
    return (np.pi * width**2) ** -0.25 * np.exp(-(x - centre)**2 / (2 * width**2))


diff = n_G[:, None] - n_G[None, :]
V_matrix = (V1 * (abs(diff) == 1) + V2 * np.exp(1j * phase) * (diff == 2)
            + V2 * np.exp(-1j * phase) * (diff == -2))


def hamiltonian(k):
    """H_k and its k derivative in plane waves."""
    q = k + G
    B = ((4 * np.pi * width**2) ** 0.25
         * np.exp(-q**2 * width**2 / 2 - 1j * q * centre))
    dB = (-1j * centre - q * width**2) * B
    H = np.diag(q**2 / 2) + V_matrix + D / a * np.outer(B, B.conj())
    dH = np.diag(q) + D / a * (np.outer(dB, B.conj()) + np.outer(B, dB.conj()))
    return H, dH


def bloch(coeff, k, x):
    return np.exp(1j * np.outer(x, k + G)) @ coeff / np.sqrt(a)


def occupied_projector(k):
    c = np.linalg.eigh(hamiltonian(k)[0])[1][:, :n_occ]
    return c @ c.conj().T


# ---------------- real-space grid and density-matrix kernel ----------------
n_cell, half = 60, 40
h = a / n_cell
xs = -(half + 0.5) * a + h * np.arange((2 * half + 1) * n_cell)


def cell(m, first=-half):
    """Slice of cell m on a grid whose first cell is 'first'."""
    return slice((m - first) * n_cell, (m - first + 1) * n_cell)


n_k = 100
k_mesh = g * ((np.arange(n_k) + 0.5) / n_k - 0.5)
filled, half_filled, gaps = [], [], []
for k in k_mesh:
    energies, c = np.linalg.eigh(hamiltonian(k)[0])
    gaps.append(energies[n_occ] - energies[n_occ - 1])
    states = bloch(c[:, :n_occ], k, xs)
    for b in range(n_occ):
        filled.append(states[:, b])
        if b < n_occ - 1 or abs(k) < g / 4:
            half_filled.append(states[:, b])
filled = np.array(filled).T
half_filled = np.array(half_filled).T
min_gap = min(gaps)
assert min_gap > 0.1

reach = 5
rows = slice((half - reach) * n_cell, (half + reach + 1) * n_cell)
x_rows = xs[rows]
P_kernel = filled[rows] @ filled.conj().T / n_k
mid = cell(0, -reach)


def decay(states, distances):
    left = states[cell(0)]
    return np.array([abs(left @ states[cell(d)].conj().T / n_k).max()
                     for d in distances])


distances = [4, 8, 12]
P_gap = decay(filled, distances)
P_metal = decay(half_filled, distances)
rates = np.log(P_gap[:-1] / P_gap[1:]) / (4 * a)
assert abs(rates[1] / rates[0] - 1) < 0.15      # exponential, not a power law
assert 1.4 < P_metal[0] / P_metal[1] < 3.0     # close to inverse distance

# ---------------- Hamiltonian applied directly in real space ----------------
stencil = np.array([-1/560, 8/315, -1/5, 8/5, -205/72, 8/5, -1/5, 8/315, -1/560])


def apply_H(f, x):
    first, last = int(np.floor(x[0] / a)) - 1, int(np.ceil(x[-1] / a)) + 1
    beta = np.array([projector_function(x - m * a) for m in range(first, last + 1)])
    kinetic = -0.5 * np.convolve(f, stencil, mode="same") / h**2
    return kinetic + local_potential(x) * f + D * beta.T @ (h * (beta @ f))


# ---------------- linear system at one k, for every occupied band ----------------
k0 = 0.13 * g
H0, dH0 = hamiltonian(k0)
E, C = np.linalg.eigh(H0)
P0 = occupied_projector(k0)
Q0 = np.eye(len(G)) - P0
alpha = 2.0
delta = 1e-4
dP = (occupied_projector(k0 + delta) - occupied_projector(k0 - delta)) / (2 * delta)

for v in range(n_occ):
    u, e = C[:, v], E[v]
    commutator = -1j * dH0 @ u
    shifted = H0 + alpha * P0 - e * np.eye(len(G))
    X = np.linalg.solve(shifted, Q0 @ commutator)
    X_other = np.linalg.solve(shifted + 1.5 * P0, Q0 @ commutator)
    assert np.allclose(X, X_other, atol=1e-10)
    empty = C[:, n_occ:]
    X_sum = empty @ ((empty.conj().T @ commutator) / (E[n_occ:] - e))
    err_sum = np.linalg.norm(X - X_sum)
    err_dP = np.linalg.norm(X - 1j * dP @ u)
    assert err_sum < 1e-9 and err_dP < 1e-5

    # P_c x psi from its definition, without any k derivative
    psi = bloch(u, k0, xs)
    x_psi = xs * psi
    Y = x_psi[rows] - h * P_kernel @ x_psi
    X_real = bloch(X, k0, x_rows)
    err_real = abs(Y - X_real)[mid].max()
    assert err_real < 1e-6
    err_bloch = abs(Y[cell(5, -reach)] - np.exp(5j * k0 * a) * Y[mid]).max()
    assert err_bloch < 1e-6

    # commutator and differential equation in real space
    comm_real = apply_H(x_psi, xs) - xs * apply_H(psi, xs)
    err_comm = abs(comm_real[cell(0)] - bloch(commutator, k0, xs[cell(0)])).max()
    rhs = comm_real[rows] - h * P_kernel @ comm_real
    lhs = apply_H(Y, x_rows) - e * Y
    err_equation = abs(lhs - rhs)[mid].max()
    assert err_comm < 5e-6 and err_equation < 5e-6

# From here on u, e, psi, X, Y refer to the upper occupied band.
windows = [1, 3, 5, 8, 12]
window_errors = []
for w in windows:
    inside = abs(xs + h / 2) < (w + 0.5) * a
    Y_w = x_psi[rows] - h * P_kernel[:, inside] @ x_psi[inside]
    window_errors.append(abs(Y_w - X_real)[mid].max())
assert all(p > q for p, q in zip(window_errors, window_errors[1:]))
assert window_errors[-1] < 1e-3 * window_errors[0]


def cell_norm(f):
    return np.sqrt(h * np.sum(abs(f)**2))


norm_X = np.linalg.norm(X)
X_local = np.linalg.solve(shifted, Q0 @ (-1j * (k0 + G) * u))
omission = np.linalg.norm(X_local - X) / norm_X
assert omission > 1e-3

# ---------------- one-cell integral against the true matrix element ----------------
nodes, weights = np.polynomial.legendre.leggauss(80)


def integral(start, length, power):
    x = start + length * (nodes + 1) / 2
    product = bloch(C[:, n_occ], k0, x).conj() * bloch(u, k0, x)
    return length / 2 * np.sum(weights * x**power * product)


true_element = C[:, n_occ].conj() @ X
starts = [-a / 2, -a / 4, 0.0, a / 4]
cell_values = [integral(s, a, 1) for s in starts]
for s, value in zip(starts, cell_values):
    predicted = cell_values[0] + a * integral(starts[0], s - starts[0], 0)
    assert abs(value - predicted) < 1e-9
spread = max(abs(p - q) for p in cell_values for q in cell_values)
assert spread > 1e-2

# ---------------- output ----------------
print(f"lattice constant a = {a:.1f} bohr")
print(f"local amplitudes V1, V2 = {V1:.2f}, {V2:.2f} hartree; phase = {phase:.1f} rad")
print(f"nonlocal strength D = {D:.2f} hartree")
print(f"projector width, centre = {width:.1f}, {centre:.1f} bohr")
print(f"occupied bands = {n_occ}; plane waves = {len(G)}; k mesh = {n_k}")
print(f"grid spacing = {h:.2f} bohr; full window = {2*half+1} cells")
print(f"smallest direct gap on mesh = {min_gap:.4f} hartree = {min_gap*HARTREE_EV:.3f} eV")
print(f"chosen k = {k0/g:.2f} x 2pi/a = {k0:.5f} 1/bohr")
print("lowest four energies at k (hartree):", " ".join(f"{q:.5f}" for q in E[:4]))
print(f"e_c - e_v at k, upper occupied band = {E[n_occ]-e:.5f} hartree")
print(f"shift alpha = {alpha:.1f} hartree")
for d, p, q in zip(distances, P_gap, P_metal):
    print(f"max |P| at {d:2d} cells: filled {p:.2e}, half-filled {q:.2e} 1/bohr")
print(f"decay rates, filled: {rates[0]:.4f}, {rates[1]:.4f} 1/bohr")
print("The following lines are for the upper occupied band:")
for w, err in zip(windows, window_errors):
    print(f"window of {2*w+1:2d} cells: max error of P_c x psi = {err:.2e} bohr^(1/2)")
print(f"full window: max error of P_c x psi = {err_real:.1e} bohr^(1/2)")
print(f"norm of x psi in cells 0 and 5 = {cell_norm(x_psi[cell(0)]):.4f}, "
      f"{cell_norm(x_psi[cell(5)]):.4f} bohr")
print(f"norm of P_c x psi in cells 0 and 5 = {cell_norm(Y[mid]):.6f}, "
      f"{cell_norm(Y[cell(5, -reach)]):.6f} bohr")
print(f"norm from linear system = {norm_X:.6f} bohr = {norm_X*BOHR_ANG:.6f} angstrom")
print(f"Bloch-condition error over 5 cells = {err_bloch:.1e} bohr^(1/2)")
print(f"real-space commutator error = {err_comm:.1e} bohr^(-3/2)")
print(f"real-space equation residual = {err_equation:.1e} bohr^(-3/2)")
print(f"linear system minus sum over empty states = {err_sum:.1e} bohr")
print(f"linear system minus i (dP/dk) u = {err_dP:.1e} bohr")
print(f"relative error if [V_nl, x] is omitted = {100*omission:.2f} percent")
print(f"|<c|x|v>|, lowest empty band = {abs(true_element):.5f} bohr")
for s, value in zip(starts, cell_values):
    print(f"one-cell integral, cell starts at {s:5.2f} bohr: modulus {abs(value):.5f} bohr")
print("checks complete")
```

Running it gives:

```
lattice constant a = 6.0 bohr
local amplitudes V1, V2 = -0.10, 0.15 hartree; phase = 0.6 rad
nonlocal strength D = -0.30 hartree
projector width, centre = 0.5, 1.0 bohr
occupied bands = 2; plane waves = 25; k mesh = 100
grid spacing = 0.10 bohr; full window = 81 cells
smallest direct gap on mesh = 0.3973 hartree = 10.810 eV
chosen k = 0.13 x 2pi/a = 0.13614 1/bohr
lowest four energies at k (hartree): -0.20592 0.27803 0.76070 1.90640
e_c - e_v at k, upper occupied band = 0.48267 hartree
shift alpha = 2.0 hartree
max |P| at  4 cells: filled 1.48e-03, half-filled 1.82e-02 1/bohr
max |P| at  8 cells: filled 9.03e-06, half-filled 8.53e-03 1/bohr
max |P| at 12 cells: filled 6.66e-08, half-filled 5.53e-03 1/bohr
decay rates, filled: 0.2124, 0.2045 1/bohr
The following lines are for the upper occupied band:
window of  3 cells: max error of P_c x psi = 3.49e-01 bohr^(1/2)
window of  7 cells: max error of P_c x psi = 5.13e-02 bohr^(1/2)
window of 11 cells: max error of P_c x psi = 4.68e-03 bohr^(1/2)
window of 17 cells: max error of P_c x psi = 1.73e-04 bohr^(1/2)
window of 25 cells: max error of P_c x psi = 1.84e-06 bohr^(1/2)
full window: max error of P_c x psi = 9.2e-13 bohr^(1/2)
norm of x psi in cells 0 and 5 = 1.7224, 29.0785 bohr
norm of P_c x psi in cells 0 and 5 = 1.684242, 1.684242 bohr
norm from linear system = 1.684242 bohr = 0.891262 angstrom
Bloch-condition error over 5 cells = 5.2e-13 bohr^(1/2)
real-space commutator error = 3.5e-08 bohr^(-3/2)
real-space equation residual = 1.6e-08 bohr^(-3/2)
linear system minus sum over empty states = 1.1e-14 bohr
linear system minus i (dP/dk) u = 1.4e-07 bohr
relative error if [V_nl, x] is omitted = 2.67 percent
|<c|x|v>|, lowest empty band = 1.68329 bohr
one-cell integral, cell starts at -3.00 bohr: modulus 0.56008 bohr
one-cell integral, cell starts at -1.50 bohr: modulus 0.91234 bohr
one-cell integral, cell starts at  0.00 bohr: modulus 0.31693 bohr
one-cell integral, cell starts at  1.50 bohr: modulus 0.29215 bohr
checks complete
```
